# Confinement energy of a layered film in the tight-binding model: a program that tests the result

```python
# RESULT UNDER TEST
# A film of N layers (spacing a, nearest-layer coupling -t, unchanged end layers)
# has ground confinement energy E1 = 2t(1-cos(theta)), theta = pi/(N+1), measured
# from the bulk band bottom -2t. Its hard-wall width is (N+1)a, and E1 is below the
# parabolic energy t*theta^2 by the relative amount pi^2/(12(N+1)^2) at leading order.
# Internal units: eV and nm. m = band-bottom mass along the film normal.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HB2 = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m0 in eV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # e^2/(4 pi eps0) in eV nm


def chain(n_layers, hop, onsite=None, hop2=0.0):
    """Open chain; hop and hop2 enter the matrix with a minus sign."""
    h = np.zeros((n_layers, n_layers))
    for shift, value in ((1, hop), (2, hop2)):
        if n_layers > shift:
            off = np.full(n_layers - shift, -value)
            h += np.diag(off, shift) + np.diag(off, -shift)
    if onsite is not None:
        h += np.diag(onsite)
    return h


def ground(h, bottom):
    return np.linalg.eigvalsh(h)[0] - bottom


# Rough typical values for few-layer black phosphorus
a, t, N = 0.53, 0.400, 5
mass = HB2 / (2 * t * a**2)                         # in units of m0


def box_energy(width):
    return np.pi**2 * HB2 / (2 * mass * width**2)


# --- Spectrum and ground vector against diagonalization
for n in (1, 2, 5, 12):
    values, vectors = np.linalg.eigh(chain(n, t))
    j = np.arange(1, n + 1)
    assert np.allclose(values, -2 * t * np.cos(j * np.pi / (n + 1)), atol=1e-12)
    sine = np.sin(j * np.pi / (n + 1))
    sine /= np.linalg.norm(sine)
    assert abs(abs(sine @ vectors[:, 0]) - 1) < 1e-12

# --- Mass from the first excitation of a long closed ring
ring_n = 400
ring = chain(ring_n, t)
ring[0, -1] = ring[-1, 0] = -t
ring_e = np.linalg.eigvalsh(ring)
k_ring = 2 * np.pi / (ring_n * a)
mass_ring = HB2 * k_ring**2 / (2 * (ring_e[1] - ring_e[0]))
assert abs(mass_ring / mass - 1) < 1e-4             # finite k adds about 2e-5

# --- Hard-wall level by integrating the Schroedinger equation
W = (N + 1) * a


def end_value(energy):
    q2 = 2 * mass * energy / HB2
    sol = solve_ivp(lambda x, y: [y[1], -q2 * y[0]], (0, W), [0, 1],
                    rtol=1e-9, atol=1e-11)
    return sol.y[0, -1]


E_shoot = brentq(end_value, 0.001, 0.3)
E_par = box_energy(W)
assert abs(E_shoot / E_par - 1) < 1e-6

# --- Series of the ratio, and two-sided bounds on diagonalized films
th = sp.symbols('theta', positive=True)
series = sp.series(2 * (1 - sp.cos(th)) / th**2, th, 0, 6).removeO()
assert sp.simplify(series - (1 - th**2 / 12 + th**4 / 360)) == 0
for n in range(1, 21):
    theta = np.pi / (n + 1)
    ratio = ground(chain(n, t), -2 * t) / box_energy((n + 1) * a)
    assert 1 - theta**2 / 12 < ratio < 1 - theta**2 / 12 + theta**4 / 360
e100 = ground(chain(100, t), -2 * t)
coefficient = (1 - e100 / box_energy(101 * a)) * 101**2
assert abs(coefficient / (np.pi**2 / 12) - 1) < 1e-4

# --- Only width (N+1)a removes the first-order error; energy-matched width
big = 400
e_big = ground(chain(big, t), -2 * t)
for c in (0, 1, 2):
    slope = (big + 1) * (e_big / box_energy((big + c) * a) - 1)
    assert abs(slope - 2 * (c - 1)) < 0.01          # remainder is of order 1/N


def matched_width(energy):
    return np.pi * np.sqrt(HB2 / (2 * mass * energy))


excess100 = matched_width(e100) - 101 * a
assert abs(excess100 / (np.pi**2 * a / (24 * 101)) - 1) < 1e-3

# --- Inward node shift a*U/(t+U) for shifted end layers
for U in (-0.10, 0.05, 0.40):
    site = np.zeros(big)
    site[[0, -1]] = U
    width = matched_width(ground(chain(big, t, site), -2 * t))
    assert abs(width / a - (big + 1 - 2 * U / (t + U))) < 5e-3

# --- Worked film
levels = np.linalg.eigvalsh(chain(N, t)) + 2 * t
E1, E2 = levels[:2]
lattice_shift = E1 - E_par
layers = np.arange(1, N + 1)
effects = {}

# Image-charge energy of one electron in a dielectric slab of thickness N*a
eps_film, eps_ox = 10.0, 4.0
gam = (eps_film - eps_ox) / (eps_film + eps_ox)
slab = N * a


def image_energy(z):
    m = np.arange(0, 200)
    odd = gam**(2 * m + 1) * (1 / (2 * (m * slab + z)) + 1 / (2 * ((m + 1) * slab - z)))
    even = 2 * gam**(2 * m[1:]) / (2 * m[1:] * slab)
    return COUL / (2 * eps_film) * (odd.sum() + even.sum())


def induced(k, z):
    """Induced potential at the charge from matching at both faces."""
    d = np.exp(-k * slab)
    s0, s1 = np.exp(-k * z), np.exp(-k * (slab - z))
    # inside: A exp(k(x-slab)) + B exp(-kx) + source
    m = np.array([[(eps_film - eps_ox) * d, -(eps_film + eps_ox)],
                  [eps_film + eps_ox, -(eps_film - eps_ox) * d]])
    rhs = np.array([-(eps_film - eps_ox) * s0, (eps_film - eps_ox) * s1])
    A, B = np.linalg.solve(m, rhs)
    return A * s1 + B * s0


for z in (0.5 * a, 2.5 * a):
    direct = COUL / (2 * eps_film) * quad(induced, 0, 80, args=(z,), limit=200)[0]
    assert abs(direct / image_energy(z) - 1) < 1e-5
image = np.array([image_energy((n - 0.5) * a) for n in layers])
effects['image charge'] = ground(chain(N, t, image), -2 * t) - E1

# Trial shift of both end layers
U_trial = 0.050
site = np.zeros(N)
site[[0, -1]] = U_trial
effects['end-layer shift'] = ground(chain(N, t, site), -2 * t) - E1

# Barrier layers on both sides, coupled by the full t
barrier = 3.0                                      # barrier edge above film edge
side = np.full(8, barrier)                         # on-site = -2t + barrier + 2t
site = np.concatenate([side, np.zeros(N), side])
effects['barrier leakage'] = ground(chain(len(site), t, site), -2 * t) - E1

# Average gate field from the sheet density, potential zero at mid-film
density = 0.05                                     # electrons per nm^2
field = const.e * density * 1e18 / (2 * const.epsilon_0 * eps_film) * 1e-9  # V/nm
tilt = field * a * (layers - (N + 1) / 2)
effects['gate field'] = ground(chain(N, t, tilt), -2 * t) - E1
modes = np.sqrt(2 / (N + 1)) * np.sin(np.outer(layers, layers) * np.pi / (N + 1))
couplings = modes.T @ (tilt * modes[:, 0])
second_order = -np.sum(couplings[1:]**2 / (levels[1:] - E1))
assert abs(second_order / effects['gate field'] - 1) < 0.03  # fourth order left out

# Second-neighbour coupling, bulk mass held fixed
t2 = 0.010
t1 = t - 4 * t2
k = 0.01
bulk = -2 * t1 * np.cos(k) - 2 * t2 * np.cos(2 * k)
assert abs((bulk + 2 * t1 + 2 * t2) / k**2 / t - 1) < 1e-3
effects['second neighbours'] = ground(chain(N, t1, hop2=t2), -2 * t1 - 2 * t2) - E1

# Conduction-valence mixing between adjacent layers, mass and bulk gap held fixed
gap, mix, tv = 0.40, 0.050, 0.40
tc = t - 4 * mix**2 / gap
v_site = -2 * tc - gap - 2 * tv
bloch = np.array([[-2 * tc * np.cos(k), 2j * mix * np.sin(k)],
                  [-2j * mix * np.sin(k), v_site + 2 * tv * np.cos(k)]])
assert abs((np.linalg.eigvalsh(bloch)[1] + 2 * tc) / k**2 / t - 1) < 1e-3
cross = mix * (np.eye(N, k=1) - np.eye(N, k=-1))
two_band = np.block([[chain(N, tc), cross],
                     [cross.T, chain(N, -tv, np.full(N, v_site))]])
effects['band mixing'] = np.linalg.eigvalsh(two_band)[N] + 2 * tc - E1

# Filling of the first subband and thermal population of the second
m_plane = 0.4
fill = np.pi * HB2 * density / m_plane
box = 600.0
q = 2 * np.pi / box * np.arange(-80, 81)
kinetic = HB2 * (q[:, None]**2 + q[None, :]**2) / (2 * m_plane)
assert abs(2 * np.sum(kinetic < fill) / (density * box**2) - 1) < 0.02
kT = const.k * 300 / const.e
mu = kT * np.log(np.expm1(fill / kT))              # measured from the first subband


def population(edge):
    return quad(lambda e: 1 / (np.exp((e + edge - mu) / kT) + 1), 0, 40 * kT,
                epsabs=1e-14)[0]


assert abs(population(0) / fill - 1) < 1e-6
second_fraction = population(E2 - E1) / population(0)

# --- Printed numbers
print(f"Layer spacing a = {a:.2f} nm; coupling t = {1e3*t:.0f} meV; layers N = {N}")
print(f"Mass along the normal = {mass:.4f} m0; from long ring = {mass_ring:.4f} m0")
print(f"theta = {np.pi/(N+1):.5f} rad; hard-wall width (N+1)a = {W:.2f} nm")
print(f"Ground confinement energy, diagonalized = {1e3*E1:.3f} meV = {E1:.4f} eV")
print(f"Second level, diagonalized = {1e3*E2:.3f} meV")
print(f"Parabolic energy, formula = {1e3*E_par:.3f} meV")
print(f"Parabolic energy, integrated equation = {1e3*E_shoot:.3f} meV")
print(f"Lattice correction E1-E_par = {1e3*lattice_shift:.3f} meV")
print(f"Relative deficit = {100*(1-E1/E_par):.3f} %")
print(f"Leading-order deficit = {100*np.pi**2/12/(N+1)**2:.3f} %")
print(f"Energy-matched width = {matched_width(E1):.4f} nm")
for c in (-1, 0):
    wrong = box_energy((N + c) * a)
    print(f"Parabolic energy for width {(N+c)*a:.2f} nm = {1e3*wrong:.2f} meV,"
          f" error {100*(wrong/E1-1):+.1f} % of E1")
print(f"Limit coefficient at N=100: {coefficient:.5f}; pi^2/12 = {np.pi**2/12:.5f}")
print("N | E1 (meV) | parabolic (meV) | deficit (%) | leading order (%)")
for n in (1, 2, 3, 5, 10, 20):
    e = ground(chain(n, t), -2 * t)
    p = box_energy((n + 1) * a)
    print(f"{n} | {1e3*e:.3f} | {1e3*p:.3f} | {100*(1-e/p):.3f}"
          f" | {100*np.pi**2/12/(n+1)**2:.3f}")
print(f"Relative permittivity: film {eps_film:.0f}, surroundings {eps_ox:.0f}")
print(f"Image energy: end layer {1e3*image[0]:.1f} meV,"
      f" middle layer {1e3*image[N//2]:.1f} meV")
print(f"Trial end-layer shift U = {1e3*U_trial:.0f} meV;"
      f" node shift per side = {a*U_trial/(t+U_trial):.4f} nm")
print(f"Barrier height above film band edge = {1e3*barrier:.0f} meV")
print(f"Sheet density = {density*1e14:.1e} cm^-2; average field = {10*field:.3f} MV/cm")
print(f"Trial second-neighbour coupling = {1e3*t2:.0f} meV")
print(f"Trial band mixing = {1e3*mix:.0f} meV; bulk gap = {1e3*gap:.0f} meV;"
      f" valence coupling = {1e3*tv:.0f} meV")
for name, shift in effects.items():
    print(f"Change of E1 from {name} = {1e3*shift:+.2f} meV ({100*shift/E1:+.1f} %)")
largest = max(effects, key=lambda name: abs(effects[name]))
print(f"Largest of these changes: {largest}")
print(f"In-plane density-of-states mass = {m_plane:.1f} m0;"
      f" filling energy at 0 K = {1e3*fill:.1f} meV")
print(f"Thermal energy at 300 K = {1e3*kT:.2f} meV;"
      f" subband spacing = {1e3*(E2-E1):.1f} meV")
print(f"Second-to-first subband population at 300 K = {second_fraction:.2e}")
print("all good")
```

Running it gives:

```
Layer spacing a = 0.53 nm; coupling t = 400 meV; layers N = 5
Mass along the normal = 0.3391 m0; from long ring = 0.3391 m0
theta = 0.52360 rad; hard-wall width (N+1)a = 3.18 nm
Ground confinement energy, diagonalized = 107.180 meV = 0.1072 eV
Second level, diagonalized = 400.000 meV
Parabolic energy, formula = 109.662 meV
Parabolic energy, integrated equation = 109.662 meV
Lattice correction E1-E_par = -2.483 meV
Relative deficit = 2.264 %
Leading-order deficit = 2.285 %
Energy-matched width = 3.2166 nm
Parabolic energy for width 2.12 nm = 246.74 meV, error +130.2 % of E1
Parabolic energy for width 2.65 nm = 157.91 meV, error +47.3 % of E1
Limit coefficient at N=100: 0.82244; pi^2/12 = 0.82247
N | E1 (meV) | parabolic (meV) | deficit (%) | leading order (%)
1 | 800.000 | 986.960 | 18.943 | 20.562
2 | 400.000 | 438.649 | 8.811 | 9.139
3 | 234.315 | 246.740 | 5.036 | 5.140
5 | 107.180 | 109.662 | 2.264 | 2.285
10 | 32.406 | 32.627 | 0.678 | 0.680
20 | 8.935 | 8.952 | 0.186 | 0.187
Relative permittivity: film 10, surroundings 4
Image energy: end layer 71.9 meV, middle layer 30.4 meV
Trial end-layer shift U = 50 meV; node shift per side = 0.0589 nm
Barrier height above film band edge = 3000 meV
Sheet density = 5.0e+12 cm^-2; average field = 0.452 MV/cm
Trial second-neighbour coupling = 10 meV
Trial band mixing = 50 meV; bulk gap = 400 meV; valence coupling = 400 meV
Change of E1 from image charge = +39.28 meV (+36.6 %)
Change of E1 from end-layer shift = +7.90 meV (+7.4 %)
Change of E1 from barrier leakage = -7.65 meV (-7.1 %)
Change of E1 from gate field = -2.27 meV (-2.1 %)
Change of E1 from second neighbours = -2.40 meV (-2.2 %)
Change of E1 from band mixing = -4.92 meV (-4.6 %)
Largest of these changes: image charge
In-plane density-of-states mass = 0.4 m0; filling energy at 0 K = 29.9 meV
Thermal energy at 300 K = 25.85 meV; subband spacing = 292.8 meV
Second-to-first subband population at 300 K = 2.27e-05
all good
```
